# Optical Spin Polarization and Steady-State Contrast of a Triplet Divacancy: a numerical check

```python
"""Optical spin polarization and steady-state ODMR contrast of a spin-1 centre.

Result under test: with ISC yields f_a = k_a/(Gamma+k_a), the ground-state
populations obey G_a proportional to beta_a/f_a, and the saturated contrast is
C = (dB/B_off)*theta/(theta+B_on), where
  B_off = b0/k0 + 2*b1/k1,  B_on = B_off - dB,
  dB = (b0*f1-b1*f0)/(f0+f1)*(1/k0-1/k1),
  theta = (1+W/q)/(W+Gamma).
W: optical pump rate; Gamma (rad): radiative rate; k0,k1: ISC rates from
spin 0 and from each of +,-; q: shelf decay rate; b0,b1: shelf branching to
spin 0 and to each of +,-. Contrast is 1 - I_on/I_off (positive for a dip).
All rates are in 1/us, angular frequencies in rad/us.
The reference calculation is a seven-state Lindblad equation.
State order: ground 0,+,-; excited 0,+,-; singlet shelf.
"""
from collections import namedtuple
import numpy as np
from scipy.linalg import expm

Model = namedtuple("Model", "W rad k0 k1 q b0")
DIM = 7


def jump_list(m, relax=0.0):
    """Incoherent transitions as (target, source, rate)."""
    b1 = (1 - m.b0) / 2
    jumps = []
    for a, (k, b) in enumerate(((m.k0, m.b0), (m.k1, b1), (m.k1, b1))):
        jumps += [(a + 3, a, m.W), (a, a + 3, m.rad),
                  (6, a + 3, k), (a, 6, m.q * b)]
        jumps += [(c, a, relax) for c in range(3) if c != a]
    return jumps


def liouvillian(m, omega=0.0, detuning=0.0, dephasing=1.0, relax=0.0):
    """Superoperator for a density matrix flattened row by row."""
    eye = np.eye(DIM)
    ham = np.zeros((DIM, DIM))
    ham[0, 1] = ham[1, 0] = omega / 2
    ham[1, 1] = detuning
    sup = -1j * (np.kron(ham, eye) - np.kron(eye, ham.T))
    jumps = jump_list(m, relax) + [(1, 1, 2 * dephasing)]
    for target, source, rate in jumps:
        op = np.zeros((DIM, DIM))
        op[target, source] = np.sqrt(rate)
        loss = op.T @ op
        sup += np.kron(op, op) - 0.5 * (np.kron(loss, eye)
                                      + np.kron(eye, loss.T))
    return sup


def steady_populations(m, **drive):
    sup = liouvillian(m, **drive)
    sup[0, :] = np.eye(DIM).reshape(-1)
    rhs = np.zeros(DIM * DIM, complex)
    rhs[0] = 1
    rho = np.linalg.solve(sup, rhs).reshape(DIM, DIM)
    return np.diag(rho).real


def numerical_contrast(m, omega, detuning=0.0, dephasing=1.0, relax=0.0):
    off = steady_populations(m, dephasing=dephasing, relax=relax)
    on = steady_populations(m, omega=omega, detuning=detuning,
                            dephasing=dephasing, relax=relax)
    return 1 - on[3:6].sum() / off[3:6].sum()


def formulas(m):
    """Closed expressions for the undriven centre and saturated contrast."""
    b1 = (1 - m.b0) / 2
    f0, f1 = m.k0 / (m.rad + m.k0), m.k1 / (m.rad + m.k1)
    excitations = m.b0 / f0 + 2 * b1 / f1
    b_off = m.b0 / m.k0 + 2 * b1 / m.k1
    db = (m.b0 * f1 - b1 * f0) / (f0 + f1) * (1 / m.k0 - 1 / m.k1)
    b_on = b_off - db
    theta = (1 + m.W / m.q) / (m.W + m.rad)
    c_sat = db / b_off * theta / (theta + b_on)
    m_s = m.W * f0 * f1 / (f0 + f1)
    m_half = m_s * (theta + b_off) / (theta + b_on)
    cycle = excitations / m.W + b_off + 1 / m.q
    return dict(f0=f0, f1=f1, A=excitations, p0=m.b0 / f0 / excitations,
                Boff=b_off, dB=db, Bon=b_on, theta=theta, Csat=c_sat,
                Ms=m_s, Mh=m_half, T=cycle)


def microwave_rate(m, omega, detuning=0.0, dephasing=1.0):
    gamma2 = m.W + dephasing
    return omega**2 * gamma2 / (2 * (gamma2**2 + detuning**2))


def formula_contrast(m, omega, detuning=0.0, dephasing=1.0):
    r = formulas(m)
    rate = microwave_rate(m, omega, detuning, dephasing)
    return r["Csat"] * rate / (rate + r["Mh"])


base = Model(W=2.0, rad=60.0, k0=5.0, k1=25.0, q=5.0, b0=0.5)
rabi_mhz = 0.5
omega = 2 * np.pi * rabi_mhz
dephasing = 1.0
res = formulas(base)

# Random models: populations, finite drive, detuning and contrast sign.
rng = np.random.default_rng(17)
for _ in range(30):
    trial = Model(rng.uniform(0.2, 10), rng.uniform(20, 100),
                  rng.uniform(2, 40), rng.uniform(2, 40),
                  rng.uniform(1, 10), rng.uniform(0.05, 0.9))
    om, det, deph = rng.uniform(1, 10), rng.uniform(-5, 5), rng.uniform(0.2, 3)
    pop = steady_populations(trial)
    predicted = formulas(trial)
    assert np.isclose(pop[0] / pop[:3].sum(), predicted["p0"], rtol=1e-8)
    direct = numerical_contrast(trial, om, det, deph)
    assert np.isclose(direct, formula_contrast(trial, om, det, deph),
                      rtol=1e-6, atol=1e-10)
    assert direct * (trial.k1 - trial.k0) * (pop[0] - pop[1]) > 0
    equal_shelf = trial._replace(b0=1 / 3)
    assert numerical_contrast(equal_shelf, om, det, deph) > 0

# First passage from shelf exit to the next shelf entry.
generator = np.zeros((DIM, DIM))
for target, source, rate in jump_list(base):
    generator[target, source] += rate
    generator[source, source] -= rate
b1 = (1 - base.b0) / 2
start = np.array([base.b0, b1, b1, 0, 0, 0])
dwell = -np.linalg.solve(generator[:6, :6], start)
photons = base.rad * dwell[3:].sum()
assert np.isclose(base.W * dwell[:3].sum(), res["A"], rtol=1e-10)
assert np.isclose(photons, res["A"] - 1, rtol=1e-10)
assert np.isclose(photons, base.rad * res["Boff"], rtol=1e-10)
assert np.isclose(dwell.sum() + 1 / base.q, res["T"], rtol=1e-10)

# Relaxation into the ground triplet after the light is switched off.
pop = steady_populations(base)
fs = np.array([res["f0"], res["f1"], res["f1"]])
dark_formula = (pop[:3] + (1 - fs) * pop[3:6]
                + start[:3] * (pop[6] + fs @ pop[3:6]))
dark_sup = liouvillian(base._replace(W=0.0))
dark_rho = (expm(20 * dark_sup) @ np.diag(pop).reshape(-1)).reshape(DIM, DIM)
dark_direct = np.diag(dark_rho).real[:3]
assert np.allclose(dark_direct, dark_formula, atol=1e-9)

# Slowest relaxation eigenvalue for weak pumping.
pump_factor = res["f0"] * (1 - base.b0) + res["f1"] * base.b0
weak = base._replace(W=1e-3)
eigen = np.sort(np.abs(np.linalg.eigvals(liouvillian(weak)).real))
assert np.isclose(eigen[1], weak.W * pump_factor, rtol=1e-3)

# Saturated drive, line width and limiting pump powers.
assert np.isclose(numerical_contrast(base, 1e4), res["Csat"], rtol=1e-5)
peak = numerical_contrast(base, omega)
rate0 = microwave_rate(base, omega)
half_width = (base.W + dephasing) * np.sqrt(1 + rate0 / res["Mh"])
assert np.isclose(numerical_contrast(base, omega, half_width), peak / 2,
                  rtol=1e-7)


def contrast_limit(theta):
    return res["dB"] / res["Boff"] * theta / (theta + res["Bon"])


low_limit = contrast_limit(1 / base.rad)
high_limit = contrast_limit(1 / base.q)
assert np.isclose(numerical_contrast(base._replace(W=1e-4), 10.0),
                  low_limit, rtol=1e-3)
assert np.isclose(numerical_contrast(base._replace(W=1e5), 1e8),
                  high_limit, rtol=2e-3)

# Separate roles of the upper and lower selectivity.
equal_isc = base._replace(k1=base.k0)
equal_shelf = base._replace(b0=1 / 3)
reverse = base._replace(b0=0.1)
threshold = res["f0"] / (res["f0"] + 2 * res["f1"])
critical = base._replace(b0=threshold)
pop_equal = steady_populations(equal_isc)
pop_critical = steady_populations(critical)
assert pop_equal[0] > pop_equal[1]
assert abs(numerical_contrast(equal_isc, omega)) < 1e-9
assert abs(numerical_contrast(critical, omega)) < 1e-9
assert np.isclose(pop_critical[0] / pop_critical[:3].sum(), 1 / 3)
assert numerical_contrast(reverse, omega) < 0

# Pump dependence and thermal exchange between every pair of ground sublevels.
pumps = (0.02, 0.2, 2.0, 20.0)
fixed = [numerical_contrast(base._replace(W=w), omega) for w in pumps]
saturated = [formulas(base._replace(W=w))["Csat"] for w in pumps]
assert np.all(np.diff(saturated) > 0)
assert fixed[2] > fixed[0] and fixed[2] > fixed[3]
relax = 0.001
relaxed = [numerical_contrast(base._replace(W=w), omega, relax=relax)
           for w in pumps]
assert relaxed[0] < fixed[0] and relaxed[2] < fixed[2]
assert 1 - relaxed[0] / fixed[0] > 1 - relaxed[2] / fixed[2]


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Pump rate W", base.W, "us^-1")
show("Radiative rate Gamma", base.rad, "us^-1")
show("ISC rate k0", base.k0, "us^-1")
show("ISC rate k1", base.k1, "us^-1")
show("Shelf decay rate q", base.q, "us^-1")
show("Shelf branching beta0", base.b0)
show("Shelf branching beta1 (each)", b1)
show("Pure dephasing rate", dephasing, "us^-1")
show("Rabi frequency Omega/(2 pi)", rabi_mhz, "MHz")
show("ISC yield f0", res["f0"])
show("ISC yield f1", res["f1"])
show("Excitations per shelf visit A", res["A"])
show("Photons per shelf visit", photons)
show("Cycle time T", res["T"], "us")
show("Ground-triplet fraction p0 under light", res["p0"])
show("Total ground population under light", pop[:3].sum())
show("Total excited population under light", pop[3:6].sum())
show("Shelf population under light", pop[6])
show("Spin-0 population after light-off", dark_direct[0])
show("Weak-pump polarization rate / W", pump_factor)
show("B_off", res["Boff"], "us")
show("Delta B", res["dB"], "us")
show("B_on", res["Bon"], "us")
show("theta", res["theta"], "us")
show("Saturated contrast", 100 * res["Csat"], "%")
show("Microwave rate M on resonance", rate0, "us^-1")
show("Population saturation rate M_s", res["Ms"], "us^-1")
show("Contrast half-saturation rate M_h", res["Mh"], "us^-1")
show("Finite-drive contrast", 100 * peak, "%")
show("ODMR full width at half maximum", half_width / np.pi, "MHz")
show("Weak-pump saturated contrast limit", 100 * low_limit, "%")
show("Strong-pump saturated contrast limit", 100 * high_limit, "%")
for w, sat, fin, rel in zip(pumps, saturated, fixed, relaxed):
    print(f"W={w:g} us^-1: contrast saturated {100*sat:.3f} %, "
          f"fixed drive {100*fin:.3f} %, with relaxation {100*rel:.3f} %")
show("Relaxation rate per direction and pair", relax, "us^-1")
show("Equal-ISC case, k0=k1", equal_isc.k0, "us^-1")
show("Equal-ISC case, p0", formulas(equal_isc)["p0"])
print(f"Equal-ISC contrast: "
      f"{abs(100*numerical_contrast(equal_isc, omega)):.5f} %")
show("Unselective-shelf p0", formulas(equal_shelf)["p0"])
show("Unselective-shelf saturated contrast",
     100 * formulas(equal_shelf)["Csat"], "%")
show("Sign-change branching beta0*", threshold)
show("Reversed-contrast example beta0", reverse.b0)
show("Reversed-contrast example p0", formulas(reverse)["p0"])
show("Reversed-contrast saturated value",
     100 * formulas(reverse)["Csat"], "%")
print("no test failed")
```

Printed output:

```
Pump rate W: 2 us^-1
Radiative rate Gamma: 60 us^-1
ISC rate k0: 5 us^-1
ISC rate k1: 25 us^-1
Shelf decay rate q: 5 us^-1
Shelf branching beta0: 0.5
Shelf branching beta1 (each): 0.25
Pure dephasing rate: 1 us^-1
Rabi frequency Omega/(2 pi): 0.5 MHz
ISC yield f0: 0.076923
ISC yield f1: 0.29412
Excitations per shelf visit A: 8.2
Photons per shelf visit: 7.2
Cycle time T: 4.42 us
Ground-triplet fraction p0 under light: 0.79268
Total ground population under light: 0.9276
Total excited population under light: 0.027149
Shelf population under light: 0.045249
Spin-0 population after light-off: 0.78034
Weak-pump polarization rate / W: 0.18552
B_off: 0.12 us
Delta B: 0.055122 us
B_on: 0.064878 us
theta: 0.022581 us
Saturated contrast: 11.86 %
Microwave rate M on resonance: 1.6449 us^-1
Population saturation rate M_s: 0.12195 us^-1
Contrast half-saturation rate M_h: 0.19881 us^-1
Finite-drive contrast: 10.581 %
ODMR full width at half maximum: 2.908 MHz
Weak-pump saturated contrast limit: 9.3885 %
Strong-pump saturated contrast limit: 34.684 %
W=0.02 us^-1: contrast saturated 9.416 %, fixed drive 9.412 %, with relaxation 5.299 %
W=0.2 us^-1: contrast saturated 9.659 %, fixed drive 9.612 %, with relaxation 8.921 %
W=2 us^-1: contrast saturated 11.860 %, fixed drive 10.581 %, with relaxation 10.490 %
W=20 us^-1: contrast saturated 22.539 %, fixed drive 2.672 %, with relaxation 2.667 %
Relaxation rate per direction and pair: 0.001 us^-1
Equal-ISC case, k0=k1: 5 us^-1
Equal-ISC case, p0: 0.5
Equal-ISC contrast: 0.00000 %
Unselective-shelf p0: 0.65657
Unselective-shelf saturated contrast: 8.9181 %
Sign-change branching beta0*: 0.11565
Reversed-contrast example beta0: 0.1
Reversed-contrast example p0: 0.29817
Reversed-contrast saturated value: -1.1195 %
no test failed
```
